# Balancing the thermal forces of two stressed layers on a thick substrate: test program

```python
"""Two thin layers on a thick substrate: cancelling the net thermal force.

Result under test: the force per width f1 + f2 vanishes when
    h1/h2 = -M2*m2/(M1*m1),
while each layer keeps the stress M_i*m_i.
Symbols: h thickness, M biaxial modulus, m mismatch strain (integral of
substrate minus layer expansion from deposition to use temperature),
f = M*h*m force per width, tension positive.
Layer 1 = silicon oxide (lower), layer 2 = tungsten (upper), substrate = Si.
Curvature is positive when the layer side is concave.
All material inputs are rough typical values.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import nano, micro, giga, mega, kilo, milli

# ---------- inputs ----------
T_dep, T_use = 673.0, 298.0
E_ox, nu_ox, a_ox = 72 * giga, 0.17, 0.5e-6
E_w, nu_w, a_w = 410 * giga, 0.28, 4.6e-6
c11_si, c12_si = 166 * giga, 64 * giga
a_si_cold, a_si_hot = 2.6e-6, 4.0e-6
h_sub, h_w = 725 * micro, 100 * nano
wafer_radius = 100 * milli


def alpha_si(T):
    """Silicon expansion coefficient, taken linear between the end points."""
    return a_si_cold + (a_si_hot - a_si_cold) * (T - T_use) / (T_dep - T_use)


def mismatch(a_layer, T_start, T_end):
    return quad(lambda T: alpha_si(T) - a_layer, T_start, T_end)[0]


def hooke_free_surface(c11, c12, strain):
    """In-plane stress and energy density for equal in-plane strains."""
    C = np.full((3, 3), c12) + np.eye(3) * (c11 - c12)
    e_z = -(C[2, 0] + C[2, 1]) * strain / C[2, 2]
    e = np.array([strain, strain, e_z])
    s = C @ e
    assert abs(s[2]) < 1e-9 * abs(s[0])
    return s[0], 0.5 * e @ s


def isotropic_constants(E, nu):
    d = (1 + nu) * (1 - 2 * nu)
    return E * (1 - nu) / d, E * nu / d


def plate(hs, layers):
    """Minimize elastic energy of the whole plate over a linear strain.

    layers: list of (M, h, m) from the substrate upwards.
    Returns the curvature and the mean stress of each layer.
    """
    x, w = np.polynomial.legendre.leggauss(3)
    rows, rhs, middles = [], [], []
    bottom = -hs / 2
    for M, h, m in [(M_si, hs, 0.0)] + layers:
        middle = bottom + h / 2
        middles.append(middle)
        for xi, wi in zip(x, w):
            z = middle + xi * h / 2
            weight = np.sqrt(M * h * wi / (2 * M_si * hs))
            rows.append([weight, weight * z / (hs / 2)])
            rhs.append(-weight * m)
        bottom += h
    eta, k = np.linalg.lstsq(np.array(rows), np.array(rhs), rcond=None)[0]
    stresses = [M * (m + eta + k * z / (hs / 2))
                for (M, h, m), z in zip(layers, middles[1:])]
    return -k / (hs / 2), stresses


# ---------- moduli, checked against three-dimensional Hooke's law ----------
M_ox, M_w = E_ox / (1 - nu_ox), E_w / (1 - nu_w)
M_si = c11_si + c12_si - 2 * c12_si**2 / c11_si
for M, c in [(M_ox, isotropic_constants(E_ox, nu_ox)),
             (M_w, isotropic_constants(E_w, nu_w)),
             (M_si, (c11_si, c12_si))]:
    assert abs(hooke_free_surface(*c, 1e-3)[0] / (M * 1e-3) - 1) < 1e-10

# ---------- design ----------
m_ox = mismatch(a_ox, T_dep, T_use)
m_w = mismatch(a_w, T_dep, T_use)
assert m_ox * m_w < 0
ratio = -M_w * m_w / (M_ox * m_ox)
h_ox = ratio * h_w
s_ox, s_w = M_ox * m_ox, M_w * m_w
f_ox, f_w = s_ox * h_ox, s_w * h_w
a_si_mean = quad(alpha_si, T_use, T_dep)[0] / (T_dep - T_use)


def force_slope(T):
    return (M_ox * h_ox * (alpha_si(T) - a_ox)
            + M_w * h_w * (alpha_si(T) - a_w))


def net_force(T):
    """Force accumulated step by step while cooling from deposition."""
    return quad(force_slope, T_dep, T)[0]


assert abs(net_force(T_use)) < 1e-9 * abs(f_w)

# ---------- stored energy ----------
energy = abs(f_w) * (abs(m_ox) + abs(m_w))
energy_3d = (h_ox * hooke_free_surface(*isotropic_constants(E_ox, nu_ox), m_ox)[1]
             + h_w * hooke_free_surface(*isotropic_constants(E_w, nu_w), m_w)[1])
assert abs(energy / energy_3d - 1) < 1e-9

# ---------- finite substrate: curvature and surviving stress ----------
ox, tungsten = (M_ox, h_ox, m_ox), (M_w, h_w, m_w)
k_single = 6 * f_w / (M_si * h_sub**2)
k_single_plate, _ = plate(h_sub, [tungsten])
assert abs(k_single_plate / k_single - 1) < 5e-3  # thin-layer error


def k_pair_formula(hs):
    return 6 * f_w * (h_ox + h_w) / (M_si * hs**3)


k_pair, pair_stress = plate(h_sub, [ox, tungsten])
err_1 = abs(k_pair / k_pair_formula(h_sub) - 1)
err_10 = abs(plate(10 * h_sub, [ox, tungsten])[0]
             / k_pair_formula(10 * h_sub) - 1)
assert err_1 < 5e-3 and 9 < err_1 / err_10 < 11  # error is first order in h/hs
stress_change = max(abs(pair_stress[0] - s_ox), abs(pair_stress[1] - s_w))
assert stress_change < 1e-5 * min(abs(s_ox), abs(s_w))

# stress does not depend on thickness while the layers are thin
_, other = plate(h_sub, [(M_ox, 2 * h_ox, m_ox), tungsten])
assert abs(other[0] / s_ox - 1) < 1e-2 and abs(other[1] / s_w - 1) < 1e-2

# oxide thickness for exactly zero curvature
factor = brentq(lambda q: plate(h_sub, [(M_ox, q * h_ox, m_ox), tungsten])[0],
                0.9, 1.1, xtol=1e-13)
shift_formula = (h_ox + h_w) / h_sub
assert abs((factor - 1) / shift_formula - 1) < 1e-2
_, flat_stress = plate(h_sub, [(M_ox, factor * h_ox, m_ox), tungsten])
assert abs(flat_stress[0] / s_ox - 1) < 1e-5
assert abs(flat_stress[1] / s_w - 1) < 1e-5

# ---------- temperature-dependent substrate expansion ----------
grid = np.linspace(T_use, T_dep, 101)
history = np.array([net_force(T) for T in grid])
i_peak = int(np.argmax(abs(history)))
peak_formula = ((M_ox * h_ox + M_w * h_w) * abs(a_si_hot - a_si_cold)
                * (T_dep - T_use) / 8)
assert abs(abs(history[i_peak]) / peak_formula - 1) < 1e-6
slope_use = force_slope(T_use)
slope_fd = (net_force(T_use + 1) - net_force(T_use - 1)) / 2
assert abs(slope_fd / slope_use - 1) < 1e-6
slope_w = M_w * h_w * (alpha_si(T_use) - a_w)
ratio_local = -M_w * (alpha_si(T_use) - a_w) / (M_ox * (alpha_si(T_use) - a_ox))

# ---------- other neglected effects ----------
da = 0.1e-6
dT = T_use - T_dep
ratio_shifted = -M_w * (m_w + da * dT) / (M_ox * (m_ox + da * dT))
k_thick, _ = plate(h_sub, [(M_ox, 1.05 * h_ox, m_ox), tungsten])
T_ox_cool = T_dep - 100
f_cool_oxide = M_ox * h_ox * mismatch(a_ox, T_ox_cool, T_use) + f_w
E_ti, nu_ti, a_ti, h_ti = 116 * giga, 0.32, 9e-6, 10 * nano
f_ti = E_ti / (1 - nu_ti) * h_ti * mismatch(a_ti, T_dep, T_use)
growth_stress, yield_w = 1 * giga, 1 * giga


def bow(k):
    return k * wafer_radius**2 / 2


# ---------- output ----------
print(f"Deposition, use temperature: {T_dep:.0f}, {T_use:.0f} K")
print(f"Oxide E, nu, alpha: {E_ox/giga:.0f} GPa, {nu_ox}, {a_ox*1e6:.1f} ppm/K")
print(f"Tungsten E, nu, alpha: {E_w/giga:.0f} GPa, {nu_w}, {a_w*1e6:.1f} ppm/K")
print(f"Silicon c11, c12: {c11_si/giga:.0f}, {c12_si/giga:.0f} GPa")
print(f"Silicon alpha at use, at deposition: {a_si_cold*1e6:.1f}, "
      f"{a_si_hot*1e6:.1f} ppm/K")
print(f"Silicon alpha, mean over interval: {a_si_mean*1e6:.2f} ppm/K")
print(f"Substrate thickness: {h_sub/micro:.0f} um")
print(f"Wafer radius: {wafer_radius/milli:.0f} mm")
print(f"Biaxial modulus oxide: {M_ox/giga:.2f} GPa")
print(f"Biaxial modulus tungsten: {M_w/giga:.2f} GPa")
print(f"Biaxial modulus silicon (001): {M_si/giga:.2f} GPa")
print(f"Mismatch strain oxide: {m_ox:.4e}")
print(f"Mismatch strain tungsten: {m_w:.4e}")
print(f"Thickness ratio oxide/tungsten: {ratio:.3f}")
print(f"Tungsten thickness: {h_w/nano:.0f} nm")
print(f"Oxide thickness: {h_ox/nano:.1f} nm")
print(f"Stress oxide: {s_ox/mega:.1f} MPa")
print(f"Stress tungsten: {s_w/mega:.1f} MPa")
print(f"Force per width oxide: {f_ox:.2f} N/m")
print(f"Force per width tungsten: {f_w:.2f} N/m")
print(f"Stored elastic energy: {energy*1e3:.2f} mJ/m^2")
print(f"Curvature, tungsten alone, formula: {k_single:.4e} 1/m")
print(f"Curvature, tungsten alone, full plate: {k_single_plate:.4e} 1/m")
print(f"Curvature, balanced pair, formula: {k_pair_formula(h_sub):.4e} 1/m")
print(f"Curvature, balanced pair, full plate: {k_pair:.4e} 1/m")
print(f"Thin-layer error of pair formula: {err_1*100:.3f} %")
print(f"Same error, substrate 10 times thicker: {err_10*100:.4f} %")
print(f"Total layer/substrate thickness: {shift_formula:.3e}")
print(f"Centre-to-edge bow, tungsten alone: {bow(k_single_plate)/micro:.2f} um")
print(f"Centre-to-edge bow, balanced pair: {bow(k_pair)/nano:.2f} nm")
print(f"Largest stress change from finite substrate: "
      f"{stress_change/kilo:.3f} kPa")
print(f"Extra oxide for zero curvature: {(factor-1)*h_ox/nano:.3f} nm")
print(f"Largest net force during cooling: {history[i_peak]:.2f} N/m "
      f"at {grid[i_peak]:.1f} K")
print(f"Net force slope at use temperature: {slope_use*1e3:.1f} mN/(m K)")
print(f"Same slope, tungsten alone: {slope_w*1e3:.1f} mN/(m K)")
print(f"Ratio that cancels the slope at use temperature: {ratio_local:.2f}")
print(f"Oxide thickness if silicon alpha is {da*1e6:.1f} ppm/K higher: "
      f"{ratio_shifted*h_w/nano:.1f} nm")
print(f"Bow if oxide is 5 % too thick: {bow(k_thick)/micro:.3f} um")
print(f"Net force, oxide deposited at {T_ox_cool:.0f} K: "
      f"{f_cool_oxide:.2f} N/m")
print(f"Titanium E, nu, alpha: {E_ti/giga:.0f} GPa, {nu_ti}, "
      f"{a_ti*1e6:.1f} ppm/K")
print(f"Thermal force of {h_ti/nano:.0f} nm titanium: {f_ti:.2f} N/m")
print(f"Growth force in tungsten at {growth_stress/giga:.0f} GPa (rough): "
      f"{growth_stress*h_w:.0f} N/m")
print(f"Tungsten stress / rough yield of {yield_w/giga:.0f} GPa: "
      f"{s_w/yield_w:.2f}")
print("all good")
```

Output:

```
Deposition, use temperature: 673, 298 K
Oxide E, nu, alpha: 72 GPa, 0.17, 0.5 ppm/K
Tungsten E, nu, alpha: 410 GPa, 0.28, 4.6 ppm/K
Silicon c11, c12: 166, 64 GPa
Silicon alpha at use, at deposition: 2.6, 4.0 ppm/K
Silicon alpha, mean over interval: 3.30 ppm/K
Substrate thickness: 725 um
Wafer radius: 100 mm
Biaxial modulus oxide: 86.75 GPa
Biaxial modulus tungsten: 569.44 GPa
Biaxial modulus silicon (001): 180.65 GPa
Mismatch strain oxide: -1.0500e-03
Mismatch strain tungsten: 4.8750e-04
Thickness ratio oxide/tungsten: 3.048
Tungsten thickness: 100 nm
Oxide thickness: 304.8 nm
Stress oxide: -91.1 MPa
Stress tungsten: 277.6 MPa
Force per width oxide: -27.76 N/m
Force per width tungsten: 27.76 N/m
Stored elastic energy: 42.68 mJ/m^2
Curvature, tungsten alone, formula: 1.7541e-03 1/m
Curvature, tungsten alone, full plate: 1.7513e-03 1/m
Curvature, balanced pair, formula: 9.7935e-07 1/m
Curvature, balanced pair, full plate: 9.7749e-07 1/m
Thin-layer error of pair formula: 0.191 %
Same error, substrate 10 times thicker: 0.0191 %
Total layer/substrate thickness: 5.583e-04
Centre-to-edge bow, tungsten alone: 8.76 um
Centre-to-edge bow, balanced pair: 4.89 nm
Largest stress change from finite substrate: 0.202 kPa
Extra oxide for zero curvature: 0.170 nm
Largest net force during cooling: -5.47 N/m at 485.5 K
Net force slope at use temperature: -58.4 mN/(m K)
Same slope, tungsten alone: -113.9 mN/(m K)
Ratio that cancels the slope at use temperature: 6.25
Oxide thickness if silicon alpha is 0.1 ppm/K higher: 271.6 nm
Bow if oxide is 5 % too thick: -0.433 um
Net force, oxide deposited at 573 K: 8.76 N/m
Titanium E, nu, alpha: 116 GPa, 0.32, 9.0 ppm/K
Thermal force of 10 nm titanium: 3.65 N/m
Growth force in tungsten at 1 GPa (rough): 100 N/m
Tungsten stress / rough yield of 1 GPa: 0.28
all good
```
